# Double-layer capacitance from constant-phase-element parameters and the prefactor error: test program

```python
# Result under test: for r_s in series with (r_ct parallel to a CPE of
# admittance q*(i*omega)**alpha), the Brug capacitance is
#   c_B = q**(1/alpha) * (1/r_s + 1/r_ct)**((alpha-1)/alpha),
# the median capacitance of independent patches sharing r_s and r_ct.
# Reading q as a capacitance has relative error tau0**(alpha-1) - 1,
# with tau0 = c_B*r_p in seconds and 1/r_p = 1/r_s + 1/r_ct.
# Units: ohm cm2, S s^alpha/cm2, F/cm2, s, rad/s.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import least_squares, minimize_scalar


def circuit_impedance(omega, r_s, r_ct, q, alpha):
    return r_s + 1 / (1 / r_ct + q * (1j * omega) ** alpha)


def brug(r_s, r_ct, q, alpha):
    return q ** (1 / alpha) * (1 / r_s + 1 / r_ct) ** ((alpha - 1) / alpha)


def film_capacitance(r_ct, q, alpha):
    return q ** (1 / alpha) * r_ct ** ((1 - alpha) / alpha)


def density(s, alpha):
    """Area density over s = ln(capacitance / median capacitance)."""
    return np.sin(np.pi * alpha) / (
        2 * np.pi * (np.cosh(alpha * s) + np.cos(np.pi * alpha)))


def peak_frequency(function):
    """Angular frequency at which a single-peaked function is largest."""
    found = minimize_scalar(lambda x: -function(np.exp(x)),
                            bounds=(np.log(1e-2), np.log(1e8)),
                            method="bounded", options={"xatol": 1e-10})
    return np.exp(found.x)


# Inputs of the worked example
r_s, r_ct, q, alpha = 1.5, 50.0, 80e-6, 0.90
f_min, f_max = 0.1, 1e5

# Patch sums and spectral peaks against the closed formulas, in three cases
s = np.linspace(-60, 60, 12001)
worst_patch = worst_film = worst_peak = 0.0
for rs_i, rct_i, q_i, a_i in [(r_s, r_ct, q, alpha),
                              (2.0, 5.0, 3e-4, 0.75),
                              (10.0, 1e3, 5e-5, 0.85)]:
    g = density(s, a_i)
    assert abs(trapezoid(g, s) - 1) < 1e-9
    c_i = brug(rs_i, rct_i, q_i, a_i)
    c_film_i = film_capacitance(rct_i, q_i, a_i)
    for omega in 2 * np.pi * np.logspace(-1, 5, 13):
        z_circuit = circuit_impedance(omega, rs_i, rct_i, q_i, a_i)
        patches = 1 / (rs_i + 1 / (1 / rct_i + 1j * omega * c_i * np.exp(s)))
        y_sum = trapezoid(g * patches, s)
        worst_patch = max(worst_patch, abs(y_sum * z_circuit - 1))
        slices = rct_i / (1 + 1j * omega * rct_i * c_film_i * np.exp(s))
        z_sum = rs_i + trapezoid(g * slices, s)
        worst_film = max(worst_film, abs(z_sum / z_circuit - 1))
    w_y = peak_frequency(
        lambda w: (1 / circuit_impedance(w, rs_i, rct_i, q_i, a_i)).imag)
    w_z = peak_frequency(
        lambda w: -circuit_impedance(w, rs_i, rct_i, q_i, a_i).imag)
    c_from_y = (1 / rs_i + 1 / rct_i) / w_y
    c_from_z = 1 / (w_z * rct_i)
    worst_peak = max(worst_peak, abs(c_from_y / c_i - 1),
                     abs(c_from_z / c_film_i - 1))
    # prefactor error: capacitance from the peak against the closed law
    tau_i = (q_i / (1 / rs_i + 1 / rct_i)) ** (1 / a_i)
    assert abs(q_i / c_from_y / tau_i ** (a_i - 1) - 1) < 1e-5
assert worst_patch < 1e-8 and worst_film < 1e-8
assert worst_peak < 1e-5

# Worked example
r_p = 1 / (1 / r_s + 1 / r_ct)
c_b = brug(r_s, r_ct, q, alpha)
tau0 = c_b * r_p
c_film = film_capacitance(r_ct, q, alpha)
c_block = q ** (1 / alpha) * r_s ** ((1 - alpha) / alpha)
assert abs(brug(r_s, 1e12, q, alpha) / c_block - 1) < 1e-9

# Same CPE with time in ms: its prefactor is the admittance at 1 rad/ms
q_ms = abs(1 / (circuit_impedance(1e3, 0.0, np.inf, q, alpha)))
c_b_ms = brug(r_s, r_ct, q_ms, alpha) * 1e-3   # S ms converted to S s
naive_ms = q_ms * 1e-3
assert abs(c_b_ms / c_b - 1) < 1e-10
assert abs(naive_ms / q - 1000 ** (alpha - 1)) < 1e-10

# Growth of the arithmetic mean with the upper cutoff of the spread
tail = np.linspace(50, 60, 10001)
tail_sum = trapezoid(density(tail, alpha) * np.exp(tail), tail)
tail_law = np.sin(np.pi * alpha) / (np.pi * (1 - alpha)) * (
    np.exp((1 - alpha) * 60) - np.exp((1 - alpha) * 50))
assert abs(tail_sum / tail_law - 1) < 1e-5


def cut_spread(factor):
    """Patches within a given factor of the median: s, weights, fraction."""
    s_cut = np.linspace(-np.log(factor), np.log(factor), 4001)
    weight = density(s_cut, alpha) * (s_cut[1] - s_cut[0])
    weight[[0, -1]] *= 0.5
    return s_cut, weight / weight.sum(), weight.sum()


mean_ratio, fraction = {}, {}
for factor in (10, 100, 1000):
    s_cut, weight, fraction[factor] = cut_spread(factor)
    mean_ratio[factor] = np.sum(weight * np.exp(s_cut))

# Electrode with known mean capacitance, fitted by the CPE circuit
s_cut, weight, _ = cut_spread(10)
c_patch = c_b * np.exp(s_cut)
c_true = np.sum(weight * c_patch)
omegas = 2 * np.pi * np.logspace(np.log10(f_min), np.log10(f_max), 61)
z_data = np.array([1 / np.sum(weight / (
    r_s + 1 / (1 / r_ct + 1j * w * c_patch))) for w in omegas])


def residual(p):
    z = circuit_impedance(omegas, np.exp(p[0]), np.exp(p[1]),
                          np.exp(p[2]), p[3])
    d = (z - z_data) / abs(z_data)
    return np.concatenate([d.real, d.imag])


fit = least_squares(residual, [np.log(r_s), np.log(r_ct), np.log(q), alpha],
                    x_scale=[1, 1, 1, 0.1], xtol=1e-12, ftol=1e-12)
assert fit.success
rs_f, rct_f, q_f = np.exp(fit.x[:3])
alpha_f = fit.x[3]
c_fit = brug(rs_f, rct_f, q_f, alpha_f)
misfit = np.sqrt(np.sum(fit.fun ** 2) / len(omegas))
brug_error, naive_error = c_fit / c_true - 1, q_f / c_true - 1
assert abs(brug_error) < abs(naive_error)

# Neglected diffusion: semi-infinite impedance for rough bath values
temperature, n_el = 298.15, 2
conc, diff, kappa = 5e-4, 5e-6, 0.3   # mol/cm3, cm2/s, S/cm
w_low = 2 * np.pi * f_min
prefactor = const.R * temperature / (n_el ** 2 * conc * (
    const.N_A * const.e) ** 2)
z_diff = prefactor / np.sqrt(1j * w_low * diff)
# surface concentration per unit flux from the discretized equation
n_grid = 3000
h = 25 * np.sqrt(diff / w_low) / n_grid
bands = np.zeros((3, n_grid), complex)
bands[0, 1:] = -diff / h
bands[2, :-1] = -diff / h
bands[1] = 2 * diff / h + 1j * w_low * h
bands[1, 0] = diff / h + 1j * w_low * h / 2
source = np.zeros(n_grid, complex)
source[0] = 1
surface = solve_banded((1, 1), bands, source)[0]
assert abs(prefactor * surface / z_diff - 1) < 1e-3

u = 1e6   # F to uF, S to uS
print(f"ohmic resistance r_s = {r_s:.2f} ohm cm2")
print(f"charge-transfer resistance r_ct = {r_ct:.1f} ohm cm2")
print(f"CPE prefactor q = {q*u:.1f} uS s^alpha/cm2")
print(f"CPE exponent alpha = {alpha:.2f}")
print(f"frequency window = {f_min:.1f} to {f_max:.0f} Hz")
print(f"parallel resistance r_p = {r_p:.4f} ohm cm2")
print(f"q*r_p = {q*r_p:.4e} s^alpha")
print(f"characteristic time tau0 = {tau0*1e6:.2f} us")
print(f"characteristic frequency = {1/(2*np.pi*tau0):.0f} Hz")
print(f"Brug capacitance c_B = {c_b*u:.2f} uF/cm2")
print(f"ratio q/c_B (numbers, SI second) = {q/c_b:.3f}")
print(f"error of q read as capacitance = {100*(q/c_b-1):+.1f} %")
print(f"q read as capacitance, ms fit = {naive_ms*u:.2f} uF/cm2")
print(f"its error against c_B = {100*(naive_ms/c_b-1):+.1f} %")
print(f"Brug value from ms fit = {c_b_ms*u:.2f} uF/cm2")
print(f"blocking-limit capacitance = {c_block*u:.2f} uF/cm2")
print(f"film-formula capacitance = {c_film*u:.2f} uF/cm2")
print(f"film/Brug ratio = {c_film/c_b:.3f}")
for a in (0.98, 0.95, 0.90, 0.85, 0.80):
    print(f"prefactor error at same tau0, alpha {a:.2f} = "
          f"{100*(tau0**(a-1)-1):+.1f} %")
for factor in (10, 100, 1000):
    print(f"spread cut at factor {factor}: area kept = "
          f"{100*fraction[factor]:.2f} %, mean/median = "
          f"{mean_ratio[factor]:.3f}")
print(f"synthetic electrode: true mean = {c_true*u:.2f} uF/cm2")
print(f"synthetic fit: r_s = {rs_f:.4f} ohm cm2")
print(f"synthetic fit: r_ct = {rct_f:.3f} ohm cm2")
print(f"synthetic fit: q = {q_f*u:.2f} uS s^alpha/cm2")
print(f"synthetic fit: alpha = {alpha_f:.4f}")
print(f"synthetic fit: rms relative misfit = {100*misfit:.2f} %")
print(f"synthetic fit: Brug value = {c_fit*u:.2f} uF/cm2")
print(f"synthetic fit: Brug error = {100*brug_error:+.1f} %")
print(f"synthetic fit: prefactor error = {100*naive_error:+.1f} %")
print(f"bath temperature = {temperature:.2f} K, electrons = {n_el}")
print(f"ion concentration = {conc*1e3:.2f} mol/L")
print(f"ion diffusion coefficient = {diff:.1e} cm2/s")
print(f"diffusion impedance at {f_min:.1f} Hz = {abs(z_diff):.4f} ohm cm2")
print(f"its share of r_ct = {100*abs(z_diff)/r_ct:.2f} %")
print(f"bath conductivity = {kappa:.2f} S/cm")
print(f"electrolyte path length kappa*r_s = {10*kappa*r_s:.1f} mm")
print(f"largest patch-sum deviation = {worst_patch:.1e}")
print(f"largest film-sum deviation = {worst_film:.1e}")
print(f"largest peak-method deviation = {worst_peak:.1e}")
print("tests ok")
```

Running it gives:

```
ohmic resistance r_s = 1.50 ohm cm2
charge-transfer resistance r_ct = 50.0 ohm cm2
CPE prefactor q = 80.0 uS s^alpha/cm2
CPE exponent alpha = 0.90
frequency window = 0.1 to 100000 Hz
parallel resistance r_p = 1.4563 ohm cm2
q*r_p = 1.1650e-04 s^alpha
characteristic time tau0 = 42.59 us
characteristic frequency = 3737 Hz
Brug capacitance c_B = 29.24 uF/cm2
ratio q/c_B (numbers, SI second) = 2.736
error of q read as capacitance = +173.6 %
q read as capacitance, ms fit = 40.09 uF/cm2
its error against c_B = +37.1 %
Brug value from ms fit = 29.24 uF/cm2
blocking-limit capacitance = 29.34 uF/cm2
film-formula capacitance = 43.32 uF/cm2
film/Brug ratio = 1.481
prefactor error at same tau0, alpha 0.98 = +22.3 %
prefactor error at same tau0, alpha 0.95 = +65.4 %
prefactor error at same tau0, alpha 0.90 = +173.6 %
prefactor error at same tau0, alpha 0.85 = +352.5 %
prefactor error at same tau0, alpha 0.80 = +648.4 %
spread cut at factor 10: area kept = 96.88 %, mean/median = 1.236
spread cut at factor 100: area kept = 99.65 %, mean/median = 1.558
spread cut at factor 1000: area kept = 99.96 %, mean/median = 1.963
synthetic electrode: true mean = 36.14 uF/cm2
synthetic fit: r_s = 1.5204 ohm cm2
synthetic fit: r_ct = 50.547 ohm cm2
synthetic fit: q = 51.06 uS s^alpha/cm2
synthetic fit: alpha = 0.9481
synthetic fit: rms relative misfit = 2.24 %
synthetic fit: Brug value = 30.35 uF/cm2
synthetic fit: Brug error = -16.0 %
synthetic fit: prefactor error = +41.3 %
bath temperature = 298.15 K, electrons = 2
ion concentration = 0.50 mol/L
ion diffusion coefficient = 5.0e-06 cm2/s
diffusion impedance at 0.1 Hz = 0.0751 ohm cm2
its share of r_ct = 0.15 %
bath conductivity = 0.30 S/cm
electrolyte path length kappa*r_s = 4.5 mm
largest patch-sum deviation = 7.0e-16
largest film-sum deviation = 6.7e-16
largest peak-method deviation = 1.5e-08
tests ok
```
